# Why dual-configuration four-point probing cancels inline position errors on an infinite sheet

**Q.** My four pins never land at their nominal positions, and the sheet resistance I report scatters accordingly. I am told that a second voltage arrangement cures this because the two readings share geometric information. How does one reading depend on the pin positions?

**A.** Take a uniform, isotropic, ohmic sheet, infinite in extent and thin compared with the pin spacing, with point contacts. A current $I$ entering at one point spreads evenly, so at distance $r$ the current per unit width is $I/(2\pi r)$. The field is the sheet resistance $R_s$ times this. Since $E=-dV/dr$, integration gives
$$V(r)=-\frac{IR_s}{2\pi}\ln r+\text{const}.$$
A contact that extracts the current contributes the opposite sign.

Number the contacts 1, 2, 3, 4 in order along a line, with distances $r_{ij}$. In configuration A the current enters at 1 and leaves at 4, and we read $V_2-V_3$. In units of $IR_s/2\pi$,
$$V_2=\ln r_{24}-\ln r_{12},\qquad V_3=\ln r_{34}-\ln r_{13},$$
up to a common constant that drops out of the difference. With $R_A=(V_2-V_3)/I$,
$$a\equiv\frac{2\pi R_A}{R_s}=\ln\frac{r_{13}r_{24}}{r_{12}r_{34}}.$$
For equal pitch $s$ this is $\ln(2\cdot2)=\ln4$, so the usual estimate is $R_s=2\pi R_A/\ln4$. It is wrong whenever the true logarithm is not $\ln 4$.

**Q.** How wrong, for small displacements?

**A.** Let pin $i$ be displaced by $\xi_i$ along the line. Since $\delta\ln r=\delta r/r$,
$$\delta a=\frac1s\left[\frac{\xi_3-\xi_1}{2}+\frac{\xi_4-\xi_2}{2}-(\xi_2-\xi_1)-(\xi_4-\xi_3)\right]=\frac{\xi_1-3\xi_2+3\xi_3-\xi_4}{2s}.$$
The inner pins matter most. For independent displacements of rms size $\sigma$, the rms of $\delta a$ is $\sqrt{1+9+9+1}\,\sigma/(2s)=\sqrt5\,\sigma/s$. The relative error of $R_s$ is therefore $\sqrt5\,\sigma/(s\ln4)=1.613\,\sigma/s$. With $s=10$ µm and $\sigma=0.10$ µm that is 1.6 %.

**Q.** What would a second reading add? Could I simply exchange the current and voltage pairs?

**A.** No. Send the current in at 2 and out at 3, and read $V_1-V_4$. In the same units,
$$V_1-V_4=(\ln r_{13}-\ln r_{12})-(\ln r_{34}-\ln r_{24})=a.$$
This reading shares all its geometric information with the first, and it cancels nothing. Sharing is thus not a sufficient explanation. We need a different function of the same geometry.

With separate current and voltage pins, keeping the current on 1 and 4 leaves only the pair 2, 3 for the voltage, so the current pins must change too. In configuration B the current enters at 1 and leaves at 3, and we read $V_2-V_4$:
$$V_2=\ln r_{23}-\ln r_{12},\qquad V_4=\ln r_{34}-\ln r_{14},$$
$$b\equiv\frac{2\pi R_B}{R_s}=\ln\frac{r_{14}r_{23}}{r_{12}r_{34}}.$$
At equal pitch $b=\ln3$.

**Q.** That looks like two equations with more unknowns than before. Where does the cancellation come from?

**A.** From a relation between distances on a line. Write $p=r_{12}$, $q=r_{23}$, $t=r_{34}$. Then
$$r_{13}r_{24}=(p+q)(q+t)=pt+q(p+q+t)=r_{12}r_{34}+r_{14}r_{23}.$$
Dividing by $r_{12}r_{34}$ gives
$$e^{a}=1+e^{b}.$$
The positions enter both readings through one number, say $e^b$. Two readings then determine two unknowns: that number and $R_s$. To eliminate the number, divide by $e^a$ and restore the resistances:
$$e^{-2\pi R_A/R_s}+e^{-2\pi(R_A-R_B)/R_s}=1.$$
No position remains. Nothing was expanded in small displacements, so inline errors of any size cancel, provided that the pins keep their order and do not move between the readings.

**Q.** Does this equation give a unique sheet resistance?

**A.** Yes. From $e^a=1+e^b$ we have $e^a>1$ and $e^a>e^b$, hence $R_A>0$ and $R_A>R_B$. Both exponentials then rise with the trial value of $R_s$, and their sum climbs from 0 to 2, crossing 1 once.

To find the root, set $u=2\pi/R_s$ and $f(u)=e^{-uR_A}+e^{-u(R_A-R_B)}-1$. This function is decreasing and convex, with $f(0)=1$. Newton's method started at $u=0$ therefore approaches the root from below without overshooting.

**Q.** Show me with badly placed pins.

**A.** Let $R_s=2$ Ω per square and put the pins at 0.2, 9.6, 20.5 and 29.7 µm instead of 0, 10, 20 and 30 µm. The distances give
$$e^a=\frac{20.3\times20.1}{9.4\times9.2}=4.7182,\qquad e^b=\frac{29.5\times10.9}{9.4\times9.2}=3.7182,$$
which differ by 1. The resistances are $R_A=2a/2\pi=0.493835$ Ω and $R_B=0.418017$ Ω. Interpreted separately with the nominal logarithms, they give
$$\frac{2\pi R_A}{\ln4}=2.238\ \Omega,\qquad\frac{2\pi R_B}{\ln3}=2.391\ \Omega$$
per square, too high by 11.9 % and 19.5 %. Averaging them would not help, because both err in the same direction.

In the dual equation, the trial value $R_s=2$ Ω gives $e^{-1.55143}+e^{-0.23819}=0.21195+0.78805=1$.

To test the logarithms independently, the sheet equation was solved in Fourier space for these pin positions, with point voltage contacts and narrow Gaussian current contacts (profile $e^{-r^2/4w^2}$, $w=0.8$ µm). It gave the same $e^a$ and $e^b$ to the five decimals printed, and a dual root of 2.000000 Ω per square.

**Q.** Can I avoid the root-finding and use a weighted difference?

**A.** For small errors, yes. Differentiating $e^a=1+e^b$ gives
$$\delta a=e^{b-a}\,\delta b=\frac{r_{14}r_{23}}{r_{13}r_{24}}\,\delta b,$$
which is $\delta a=\tfrac34\delta b$ at equal pitch. The two readings respond to the same combination of displacements, with different strengths. Hence $a-\tfrac34b$ has no first-order error, and
$$R_s\approx\frac{2\pi}{D}\left(R_A-\tfrac34R_B\right),\qquad D=\ln4-\tfrac34\ln3=0.5623.$$
For the pins above this is $11.1734\times(0.493835-0.75\times0.418017)=2.0148$ Ω per square, an error of 0.74 %. That remainder is of second and higher order in the displacements; the root removes it as well.

**Q.** Would a third configuration improve the cancellation?

**A.** No. With current in at 1 and out at 2,
$$V_4-V_3=(\ln r_{24}-\ln r_{14})-(\ln r_{23}-\ln r_{13})=a-b$$
in the same units. The third resistance is $R_A-R_B$, which you already know. As a consistency check it says nothing about where the pins sit or how uniform the film is: linearity and reciprocity give the same relation in any ohmic sample at zero magnetic field, for any fixed pin positions. It does expose faulty readings and pins that move between readings: independent displacements of 0.10 µm rms in each of the three readings leave a mismatch of about 2.7 % of $R_A$. Measured directly, the third resistance can also lower the noise, as the next answer shows.

**Q.** What do I pay for this?

**A.** Sensitivity to errors that the readings do not share. Let $R_A$ and $R_B$ carry relative errors $\varepsilon_A$ and $\varepsilon_B$, and let the root come out as $R_s(1+\eta)$. The inferred logarithms change by $\ln4\,(\varepsilon_A-\eta)$ and $\ln3\,(\varepsilon_B-\eta)$. The dual equation forces the first change to be $\tfrac34$ of the second, so
$$\eta=\frac{\ln4\,\varepsilon_A-\tfrac34\ln3\,\varepsilon_B}{D}=2.465\,\varepsilon_A-1.465\,\varepsilon_B.$$
The weights add to one, so a common gain error passes through unamplified. Independent errors of equal rms size are amplified by $\sqrt{2.465^2+1.465^2}=2.868$: noise of 0.10 % becomes 0.287 %.

At fixed noise $\varepsilon$ per reading, the single and dual methods break even when
$$\left(1.613\,\frac{\sigma}{s}\right)^2+\varepsilon^2=(2.868\,\varepsilon)^2,\qquad \sigma=\frac{s\,\varepsilon\sqrt{2.868^2-1}}{1.613}.$$
For $s=10$ µm and $\varepsilon=0.10$ % this is 16.7 nm. If your pins land more accurately than that, configuration A alone has the smaller rms error.

This price belongs to the pair A, B, where $R_A-R_B$ is a small difference of two noisy readings. Suppose you measure the third resistance $R_C$ directly instead of $R_B$, with relative error $\varepsilon_C$. The dual equation is then $e^{-2\pi R_A/R_s}+e^{-2\pi R_C/R_s}=1$, whose two terms are $\tfrac14$ and $\tfrac34$ at equal pitch. Linearising it gives
$$\eta=\frac{\tfrac14\ln4\,\varepsilon_A+\tfrac34\ln\tfrac43\,\varepsilon_C}{D}=0.616\,\varepsilon_A+0.384\,\varepsilon_C.$$
Independent errors of equal relative size are now reduced, by the factor 0.726. The voltage in C is only about a fifth of that in A, however, so its relative noise may well be larger. If every reading carries the same voltage noise, then $\varepsilon_B$ and $\varepsilon_C$ exceed $\varepsilon_A$ in rms by $\ln4/\ln3$ and $\ln4/\ln\tfrac43$. The rms of $\eta$ is then 1.95 times that of $\varepsilon_A$ for the pair A, C and 3.08 times for the pair A, B.

**Q.** My tool lifts the probe between configurations. Does that matter?

**A.** Yes, for the part of the displacements that changes between landings. An inline spacing error built into the probe head recurs at each landing and still cancels. Suppose instead that all displacements are drawn afresh each time, and let $\delta a$ come from the first landing and $\delta b$ from the second. The same linearisation gives $\eta D=\delta a-\tfrac34\delta b$. Each term now has rms size $\sqrt5\,\sigma/s$, but they are independent, so
$$\eta_{\rm rms}=\frac{\sqrt{10}}{D}\frac{\sigma}{s}=5.62\,\frac{\sigma}{s}.$$
That is about 3.5 times worse than configuration A alone. In forty thousand simulated Gaussian landings with 0.10 µm scatter and no electrical noise, the rms errors were 1.62 % for A alone and 5.68 % for the re-landed dual measurement. With fixed pins the dual error was at the level of rounding.

**Q.** And if a pin lands off the line?

**A.** The cancellation is then incomplete, but the error starts at second order. A transverse offset changes $\ln r_{ij}$ by $(y_i-y_j)^2/(2r_{ij}^2)$, with mean $\sigma^2/r_{ij}^2$ for independent offsets of rms size $\sigma$. At equal pitch the mean changes are
$$\langle\delta a\rangle=\left(\tfrac14+\tfrac14-1-1\right)\frac{\sigma^2}{s^2}=-\frac32\frac{\sigma^2}{s^2},\qquad
\langle\delta b\rangle=\left(\tfrac19+1-1-1\right)\frac{\sigma^2}{s^2}=-\frac89\frac{\sigma^2}{s^2}.$$
Hence $\langle\eta\rangle=(-\tfrac32+\tfrac23)\,\sigma^2/(s^2D)=-\tfrac56\,\sigma^2/(s^2D)$. For 0.10 µm this is −0.015 %, and the simulated mean agrees.

The sign has a geometric origin. Treat positions as complex numbers $z_i$. Expansion confirms that
$$(z_3-z_1)(z_4-z_2)=(z_2-z_1)(z_4-z_3)+(z_4-z_1)(z_3-z_2).$$
Taking magnitudes gives $r_{13}r_{24}\le r_{12}r_{34}+r_{14}r_{23}$, so $e^a\le1+e^b$. At the true $R_s$ the left side of the dual equation is then at least 1. As that side rises with $R_s$, the root cannot lie above the true value.

**Q.** My sheet is not infinite. Does an edge spoil the argument?

**A.** A distant insulating edge adds a smooth potential, symmetric in source and observation points. In the double differences that form $a$ and $b$, its leading surviving term is $h\,x_ix_j$, with $h$ a constant set by the edge. This contributes
$$\delta a=h(x_1-x_4)(x_2-x_3)=h\,r_{14}r_{23},\qquad \delta b=h(x_1-x_3)(x_2-x_4)=h\,r_{13}r_{24}.$$
Their ratio is the one required by $\delta a=e^{b-a}\delta b$, so the leading edge error also cancels. For an edge 100 µm away and parallel to the probe line, the error falls from 0.54 % for A to 0.0065 % for the dual root.

For a single straight edge perpendicular to the line, beyond the last pin, the cancellation is complete. Let $u_i$ be the distance of pin $i$ from the edge. The image contact replaces $|u_i-u_j|$ by $|u_i-u_j|(u_i+u_j)=|u_i^2-u_j^2|$. The sheet then behaves as an infinite one with pins at the ordered positions $u_i^2$, to which the same identity applies. With the edge 100 µm beyond the last pin, A errs by 0.41 % at equal pitch, and the dual error vanishes to the printed digits.

**Q.** How close are these numbers to a real measurement?

**A.** The values are rough typical ones for micro-probing a thin interconnect metal film on oxide: 20 nm thickness, 2 Ω per square (4 µΩ cm), 10 µm pitch and 0.10 mA. The displacements of up to 0.5 µm in the worked case are deliberately larger than the 0.10 µm scatter used elsewhere, and their signs add unfavourably.

Real contacts are not points. Perfectly shorting discs of 100 nm radius shift the dual result by −0.030 %, against −0.019 % for A, so this error is not cancelled. Nor is temperature drift: with an assumed resistance coefficient of 0.3 % per kelvin (a copper film of this resistivity would have roughly half that), a warming of 0.1 K between the readings gives $-1.465\times0.03\,\%=-0.044\,\%$, relative to $R_s$ during reading A. A one-dimensional estimate of film heating at the contact rim, through 100 nm of oxide, gives about 5 mK, or 0.0015 % in resistance; it ignores heat spreading along the metal, which lowers the figure considerably, and omits heat generated at the contact interface. Finite film thickness is negligible at this pitch.

For the pair A, B evaluated with the root, pins that stay put within the 0.10 µm scatter, and no edge nearer than 100 µm, the assumed electrical noise, 0.287 %, is the largest error sized here. Nearer edges can change that ranking: a single edge parallel to the probe line makes the dual root 0.23 % too high at 40 µm and 2.8 % too high at 20 µm. The estimates do not cover a non-uniform film. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
Input sheet resistance: 2.000 ohm/sq
Pitch: 10.0 um; film thickness: 20 nm
Film resistivity: 4.00 uohm cm
Current: 0.10 mA
Pin positions (um): 0.2 9.6 20.5 29.7
Log factor a, displaced pins: 1.55143
Log factor b, displaced pins: 1.31324
exp(a), exp(b): 4.71820, 3.71820 (Fourier)
RA, RB: 0.493835, 0.418017 ohm
Voltages A, B: 49.383, 41.802 uV
Nominal RA, RB: 0.441271, 0.349699 ohm
Single estimate A: 2.2382 ohm/sq (+11.91 %)
Single estimate B: 2.3907 ohm/sq (+19.54 %)
Linear estimate: 2.01480 ohm/sq (+0.740 %)
Dual root: 2.000000 ohm/sq
Dual root from Fourier resistances: 2.000000 ohm/sq
Linear coefficient 2 pi/D: 11.1734; D: 0.56234
Gradient of a times pitch: 0.500 -1.500 1.500 -0.500
Gradient of b times pitch: 0.667 -2.000 2.000 -0.667
Gradient ratio da/db, displaced pins: 0.78805
Landing scatter: 0.10 um rms per pin
Error per (scatter/pitch), A: 1.613; B: 2.714
Same, dual with re-landed pins: 5.623
Sampled rms error, A: 1.62 %; B: 2.72 %
Sampled largest error, dual, fixed pins: 1.8e-13 %
Sampled rms error, dual, re-landed: 5.68 %
Noise weights of RA, RB: 2.465, -1.465
Noise amplification: 2.868
Resistance noise: 0.10 %; dual error: 0.287 %
Break-even landing scatter: 16.7 nm
At break-even, sampled rms: single 0.286 %, dual 0.288 %
Transverse scatter 0.10 um, dual mean error: -0.0148 %
Same from formula: -0.0148 %
Edge distance: 100 um
Parallel edge: A +0.538 %, dual +0.0065 %
End edge: A +0.411 %, dual -0.0000 %
Contact radius: 100 nm
Shorting discs: A -0.0192 %, dual -0.0296 %
Thickness term, log10 of size: -683
Temperature coefficient: 0.30 %/K; drift: 0.1 K
Drift between configurations, dual error: -0.0440 %
Oxide: 100 nm, 1.0 W/(m K)
Film heating at contact rim: 5.07 mK
Resistance change from that heating: 0.00152 %
Mean free path: 40 nm; over pitch: 0.0040
```
